**Supercell permittivity of a periodic dielectric slab**

For a slab of thickness $t$ and local permittivity $\varepsilon$ in a cell of total period $L$, the program tests $\varepsilon_\parallel=(t\varepsilon+L-t)/L$ and $\varepsilon_\perp=L/(t/\varepsilon+L-t)$. With $t=10$ Å, $L=30$ Å and $\varepsilon=5$, they are 2.33 in plane and 1.36 out of plane. The program asserts agreement with a numerically inverted plane-wave dielectric matrix for fields in plane, out of plane and at 45 degrees. A separate real-space solution for the self-consistent polarization confirms the out-of-plane value and the layer fields. Further assertions cover the response at finite in-plane wavevector, the recovery of another slab's permittivity, the out-of-plane error gain and the effect of graded faces. The output shows that errors in the out-of-plane supercell value are multiplied by about 40 when the slab permittivity is inferred, against 3 in plane. It also lists the effects of cell length, assumed thickness, ionic response and a lower slab permittivity.

## Check in Python

```python
# Result under test: a slab (thickness t, local permittivity eps) repeated with
# total period L, vacuum elsewhere, has supercell permittivities
#   in plane      eps_par  = (t*eps + L - t)/L
#   out of plane  eps_perp = L/(t/eps + L - t)
# defined by cell-averaged D = eps0 * eps_supercell * cell-averaged E.
# Lengths are in angstrom, wavevectors in 1/angstrom, fields in MV/cm.
import numpy as np
from scipy.constants import epsilon_0

t, L, eps = 10.0, 30.0, 5.0


def in_plane(t, L, eps):
    return (t * eps + L - t) / L


def out_of_plane(t, L, eps):
    return L / (t / eps + L - t)


def invert_in_plane(value, t, L):
    return 1 + L / t * (value - 1)


def invert_out_of_plane(value, t, L):
    return 1 / (1 + L / t * (1 / value - 1))


def matrix_permittivity(q, angle_from_z, n_max, t=t, L=L, eps=eps):
    """Inverse of the head of the inverse longitudinal dielectric matrix."""
    n = np.arange(-n_max, n_max + 1)
    diff = n[:, None] - n[None, :]
    fourier = (eps - 1) * t / L * np.sinc(diff * t / L) + (diff == 0)
    qx = np.full(n.size, q * np.sin(angle_from_z))
    qz = q * np.cos(angle_from_z) + 2 * np.pi * n / L
    length = np.hypot(qx, qz)
    ux, uz = qx / length, qz / length
    matrix = (np.outer(ux, ux) + np.outer(uz, uz)) * fourier
    source = (n == 0).astype(float)
    return 1 / np.linalg.solve(matrix, source)[n_max]


def self_consistent_field(profile, mean_field):
    """Normal field from polarization and its own depolarizing field."""
    chi = profile - 1
    size = chi.size
    system = np.eye(size) + np.diag(chi) - np.ones((size, 1)) * chi / size
    field = np.linalg.solve(system, np.full(size, mean_field))
    return field, 1 + np.mean(chi * field) / mean_field


par, perp = in_plane(t, L, eps), out_of_plane(t, L, eps)

# Plane-wave dielectric matrix in the long-wave limit
q_small = 1e-4
n_max = 400
par_matrix = matrix_permittivity(q_small, np.pi / 2, n_max)
perp_matrix = matrix_permittivity(q_small, 0.0, n_max)
perp_coarse = matrix_permittivity(q_small, 0.0, 100)
diag_matrix = matrix_permittivity(q_small, np.pi / 4, n_max)
assert abs(par_matrix - par) < 1e-5
# A sharp face gives a truncation error that falls as 1/n_max
assert abs(perp_matrix - perp) < 3e-3
assert abs(perp_matrix - perp) < 0.5 * abs(perp_coarse - perp)
assert abs(diag_matrix - (par + perp) / 2) < 3e-3
assert round(par, 2) == 2.33 and round(perp, 2) == 1.36

# Real-space self-consistent polarization, mean field 1 MV/cm
mean_field = 1.0
cells = 1200
dz = L / cells
z = -L / 2 + (np.arange(cells) + 0.5) * dz
sharp = np.where(np.abs(z) < t / 2, eps, 1.0)
field, perp_real = self_consistent_field(sharp, mean_field)
field_slab, field_vac = field[cells // 2], field[0]
assert abs(perp_real - perp) < 1e-9
assert abs(field_vac - perp * mean_field) < 1e-9
assert abs(field_slab - perp * mean_field / eps) < 1e-9
sheet_par = t * (eps - 1)
sheet_perp = t * (1 - 1 / eps)
assert abs(np.sum((sharp - 1) * field) * dz / field_vac - sheet_perp) < 1e-8
# 1 MV/cm = 1e8 V/m; 1 C/m2 = 100 uC/cm2
bound_charge = epsilon_0 * (eps - 1) * field_slab * 1e8 * 100
drop_slab = field_slab * t * 0.01   # MV/cm times angstrom = 0.01 V
drop_vac = field_vac * (L - t) * 0.01
assert abs(drop_slab + drop_vac - mean_field * L * 0.01) < 1e-9


# Finite in-plane wavevector: layer solution against dielectric matrix
def layer_permittivity(q):
    a, b = t / 2, (L - t) / 2
    f = (1 - 1 / eps) / (1 / np.tanh(q * a) + eps / np.tanh(q * b))
    return 1 / (1 / perp - 2 * f * (eps - 1) / (L * q))


q_values = [0.01, 0.1, 1.0]
finite_q = [layer_permittivity(q) for q in q_values]
for q, value in zip(q_values, finite_q):
    assert abs(matrix_permittivity(q, np.pi / 2, n_max) - value) < 3e-3
assert par > finite_q[0] > finite_q[1] > finite_q[2] > perp

# Inversion tested on another slab, from numerical supercell responses
t2, eps2 = 8.0, 7.3
other = np.where(np.abs(z) < t2 / 2, eps2, 1.0)
other_perp = self_consistent_field(other, 1.0)[1]
other_par = matrix_permittivity(q_small, np.pi / 2, 100, t2, L, eps2)
assert abs(invert_out_of_plane(other_perp, t2, L) - eps2) < 1e-6
assert abs(invert_in_plane(other_par, t2, L) - eps2) < 1e-4
gain_par = L / t
gain_perp = L / t * (eps / perp) ** 2
step = 1e-5
slope = (invert_out_of_plane(perp + step, t, L)
         - invert_out_of_plane(perp - step, t, L)) / (2 * step)
assert abs(slope / gain_perp - 1) < 1e-5

# Graded faces: permittivity falls linearly over a width w at each face
w = 2.0
graded = np.interp(np.abs(z), [t / 2 - w / 2, t / 2 + w / 2], [eps, 1.0])
perp_graded = self_consistent_field(graded, 1.0)[1]
par_graded = np.mean(graded)
log_part = 2 * w * np.log(eps) / (eps - 1)
perp_log = L / ((t - w) / eps + L - t - w + log_part)
assert abs(perp_graded - perp_log) < 1e-4
assert abs(par_graded - par) < 1e-9

eps_static, eps_low, L_big = 20.0, 0.9 * eps, 60.0
print(f"slab thickness t = {t:.0f} angstrom")
print(f"total period L = {L:.0f} angstrom")
print(f"vacuum in the cell = {L - t:.0f} angstrom")
print(f"slab permittivity = {eps:.0f} (dimensionless)")
print(f"in-plane supercell permittivity = {par:.4f}")
print(f"out-of-plane supercell permittivity = {perp:.4f}")
print(f"dielectric matrix, highest harmonic = {n_max}")
print(f"dielectric matrix, in plane = {par_matrix:.4f}")
print(f"dielectric matrix, out of plane = {perp_matrix:.4f}")
print(f"same, highest harmonic 100 = {perp_coarse:.4f}")
print(f"dielectric matrix, 45 degrees = {diag_matrix:.4f}")
print(f"mean of the two permittivities = {(par + perp) / 2:.4f}")
print(f"self-consistent field, out of plane = {perp_real:.4f}")
print(f"mean normal field = {mean_field:.1f} MV/cm")
print(f"normal field in slab = {field_slab:.4f} MV/cm")
print(f"normal field in vacuum = {field_vac:.4f} MV/cm")
print(f"potential drop in slab = {drop_slab:.4f} V")
print(f"potential drop in vacuum = {drop_vac:.4f} V")
print(f"potential drop per period = {drop_slab + drop_vac:.4f} V")
print(f"bound surface charge = {bound_charge:.4f} uC/cm2")
print(f"in-plane sheet polarizability = {sheet_par:.1f} angstrom")
print(f"out-of-plane sheet polarizability = {sheet_perp:.1f} angstrom")
print(f"uncorrected 1 + sheet_perp/L = {1 + sheet_perp / L:.4f}")
for q, value in zip(q_values, finite_q):
    print(f"in-plane q = {q:.2f} 1/angstrom: permittivity = {value:.4f}")
print(f"error gain on inversion, in plane = {gain_par:.2f}")
print(f"error gain on inversion, out of plane = {gain_perp:.2f}")
print(f"slab value from rounded in-plane {round(par, 2):.2f} = "
      f"{invert_in_plane(round(par, 2), t, L):.3f}")
print(f"slab value from rounded out-of-plane {round(perp, 2):.2f} = "
      f"{invert_out_of_plane(round(perp, 2), t, L):.3f}")
for guess in (t - 1, t + 1):
    print(f"assumed t = {guess:.0f} angstrom: slab value in plane = "
          f"{invert_in_plane(par, guess, L):.3f}, out of plane = "
          f"{invert_out_of_plane(perp, guess, L):.3f}")
for label, thick, period, value in (
        ("30 angstrom vacuum added to slab", t, t + 30.0, eps),
        (f"period {L_big:.0f} angstrom", t, L_big, eps),
        (f"static slab permittivity {eps_static:.0f}", t, L, eps_static),
        (f"slab permittivity {eps_low:.1f}", t, L, eps_low)):
    print(f"{label}: in plane = {in_plane(thick, period, value):.4f}, "
          f"out of plane = {out_of_plane(thick, period, value):.4f}")
print(f"graded face width = {w:.0f} angstrom")
print(f"graded faces: in plane = {par_graded:.4f}, "
      f"out of plane = {perp_graded:.4f}")
print(f"graded faces: slab value inferred out of plane = "
      f"{invert_out_of_plane(perp_graded, t, L):.2f}")
print("checks complete")
```

It prints:

```
slab thickness t = 10 angstrom
total period L = 30 angstrom
vacuum in the cell = 20 angstrom
slab permittivity = 5 (dimensionless)
in-plane supercell permittivity = 2.3333
out-of-plane supercell permittivity = 1.3636
dielectric matrix, highest harmonic = 400
dielectric matrix, in plane = 2.3333
dielectric matrix, out of plane = 1.3642
same, highest harmonic 100 = 1.3661
dielectric matrix, 45 degrees = 1.8488
mean of the two permittivities = 1.8485
self-consistent field, out of plane = 1.3636
mean normal field = 1.0 MV/cm
normal field in slab = 0.2727 MV/cm
normal field in vacuum = 1.3636 MV/cm
potential drop in slab = 0.0273 V
potential drop in vacuum = 0.2727 V
potential drop per period = 0.3000 V
bound surface charge = 0.0966 uC/cm2
in-plane sheet polarizability = 40.0 angstrom
out-of-plane sheet polarizability = 8.0 angstrom
uncorrected 1 + sheet_perp/L = 1.2667
in-plane q = 0.01 1/angstrom: permittivity = 2.3290
in-plane q = 0.10 1/angstrom: permittivity = 2.0452
in-plane q = 1.00 1/angstrom: permittivity = 1.4331
error gain on inversion, in plane = 3.00
error gain on inversion, out of plane = 40.33
slab value from rounded in-plane 2.33 = 4.990
slab value from rounded out-of-plane 1.36 = 4.857
assumed t = 9 angstrom: slab value in plane = 5.444, out of plane = 9.000
assumed t = 11 angstrom: slab value in plane = 4.636, out of plane = 3.667
30 angstrom vacuum added to slab: in plane = 2.0000, out of plane = 1.2500
period 60 angstrom: in plane = 1.6667, out of plane = 1.1538
static slab permittivity 20: in plane = 7.3333, out of plane = 1.4634
slab permittivity 4.5: in plane = 2.1667, out of plane = 1.3500
graded face width = 2 angstrom
graded faces: in plane = 2.3333, out of plane = 1.4145
graded faces: slab value inferred out of plane = 8.27
checks complete
```
